Why the static phonon self-energy fails in doped graphene

**Q:** I change the carrier density of a graphene sheet with a gate and follow its zone-centre optical phonon. To predict the frequency, can I freeze the atoms in a displaced pattern, let the electrons relax, and take the curvature of the energy?

**A:** That is the adiabatic method, and whether it applies is a question about the electrons at the Fermi level. We first need to know what the displacement does to them.

Let w be the displacement of sublattice B relative to A, the same in every cell. The three bonds from an A atom have length b and directions d_j, at angles 2πj/3 with j = 0, 1, 2. To first order a bond lengthens by d_j·w. With β = −d ln t/d ln b, its hopping becomes

t_j = t(1 − β d_j·w/b).

The matrix element between the sublattices is h = Σ_j t_j exp(i k·d_j b), up to a sign that exchanges the two bands. At one Dirac point the phases are ζ^j, with ζ = exp(2πi/3), apart from a common phase. Measure k from that point and expand to first order:

h = Σ_j ζ^j [i t b d_j·k − (tβ/b) d_j·w].

For a vector a of length |a| and angle θ_a,

d_j·a = (|a|/2)[exp(iθ_a) ζ^(−j) + exp(−iθ_a) ζ^j].

Multiply by ζ^j and sum. The first term gives 3, the second contains Σ_j ζ^(2j) = 0, so the sum is (3/2)(a_x + i a_y). Therefore

h = iħv[(k_x + i k_y) + i(β/b²)(w_x + i w_y)],  ħv = 3tb/2.

The displacement moves the cone sideways by βw/b², perpendicular to w, and opens no gap. In the other valley the phases are complex conjugated and the cone moves the opposite way. After a choice of spinor phase and sublattice order, each valley has

H = ħv σ·k + D w σ·n,  D = βħv/b²,

where n is a unit vector perpendicular to w, with opposite sign in the two valleys, and w now denotes the amplitude.

**Q:** So what does the frozen-phonon calculation give when I add carriers?

**A:** Take zero temperature and Fermi energy E_F, measured from the Dirac point. A static displacement moves the cone, and relaxed electrons fill the moved cone to the same level. Its shape and its density of states are unchanged, so the doping-dependent part of the energy is unchanged too. In the linear-cone model the static frequency shift due to doping is zero.

In a perturbation calculation this zero is a cancellation. Let V = Dσ·n. A state in band s = ±1 with wavevector angle θ has its spinor along sθ, so

⟨s|V|s⟩² = D² cos²(θ−φ),

where φ is the angle of n. Since (σ·n)² = 1, the squared interband element is the remainder, D² sin²(θ−φ). Both average to D²/2 over θ.

Now sum over states per unit cell. There are four spin and valley copies, the cell area is A = 3√3b²/2, and ε = ħvk, so

4A ∫d²k/(2π)² (D²/2)(…) = B ∫ε dε (…),

B = 4A D²/(4πħ²v²) = 3√3β²/(2πb²).

Second-order perturbation theory lowers an occupied state by w²|V₁₂|²/(2ε), because 2ε is the vertical gap. This contributes −|V₁₂|²/ε to the force constant, the second derivative with respect to w. Doping blocks the pairs with ε < |E_F| and removes their contribution:

interband change = +B ∫₀^|E_F| ε(1/ε) dε = +B|E_F|.

The first-order energy shift ⟨s|V|s⟩w also changes the occupation by f′(ε)⟨s|V|s⟩w, where f is the Fermi function. This contributes ⟨s|V|s⟩²f′ to the force constant. At zero temperature f′ = −δ(ε−|E_F|), written for electron doping; hole doping gives the same by symmetry. Hence

intraband change = −B ∫ε δ(ε−|E_F|) dε = −B|E_F|.

The sum vanishes. Fixing the carrier number instead of the chemical potential makes no difference at this order, since the first-order change of the number averages to zero over θ.

**Q:** My phonon is not frozen, but it is slow on the electronic scale. Why should the intraband term change?

**A:** Because it requires electrons to move from one wavevector to another. A uniform vibration conserves crystal momentum and cannot move them.

Follow one occupied state |1⟩ coupled to an empty state |2⟩ higher by Δ, driven by w(t) = w₀ cos ωt. With the phase of |1⟩ removed, the amplitude c of |2⟩ obeys, to first order,

iħ dc/dt = Δ c + V₂₁ w(t).

Splitting the cosine into exponentials gives

c = (V₂₁w₀/2)[exp(−iωt)/(ħω−Δ) − exp(iωt)/(ħω+Δ)].

The change of ⟨V⟩ is V₁₂c plus its complex conjugate. The exponentials combine into cosines:

δ⟨V⟩ = |V₁₂|² w(t)[1/(ħω−Δ) − 1/(ħω+Δ)]
= −|V₁₂|² w(t) 2Δ/(Δ²−ħ²ω²).

The diagonal element V₁₁ changes only the phase of the state at this order, so it gives no linear response. The numerical check evolves such a two-level system in time, with both kinds of element present, and finds −1.556 eV⁻¹ from the evolution and from the formula.

In wavevector space, the picture is a Fermi disc that stays put while the cone moves beneath it. Let the cone move by κ = Dw/(ħv). To second order,

|k−κ| = k − κ cosθ + κ² sin²θ/(2k).

The linear term averages to zero. The energy of the added carriers rises by

4A ħv/(4π²) ∫₀^(k_F) k dk ∫₀^(2π) dθ κ² sin²θ/(2k)
= 4A ħv κ² k_F/(8π) = B|E_F|w²/2.

The region k < κ, where the expansion fails, contributes only at order κ³. The force constant therefore rises by B|E_F|: this is the interband term without its intraband partner.

**Q:** A real experiment has a small but finite wavevector q. Which answer applies?

**A:** The ratio vq/ω decides. For small q the intraband response contains

(f_k − f_(k+q))/(ε_k − ε_(k+q) + ħω).

Let θ now be measured from q. Then ε_(k+q) − ε_k = ħvq cosθ, and the numerator is δ(ε−|E_F|)ħvq cosθ. The intraband part becomes

C_intra = −2B|E_F| ⟨cos²(θ−φ) vq cosθ/(vq cosθ−ω)⟩,

with the average taken over θ. If ω → 0 first, the fraction is 1 and we recover −B|E_F|. If vq ≪ ω, we expand:

vq cosθ/(vq cosθ−ω) = −(vq/ω)cosθ − (vq/ω)²cos²θ − …

The first term averages to zero, and

C_intra ≈ 2B|E_F|(vq/ω)² ⟨cos²(θ−φ)cos²θ⟩.

The average is 3/8 for n parallel to q and 1/8 for n perpendicular, so the prefactors are 3/4 and 1/4. The two limits do not commute, and the zone-centre phonon belongs to the second.

One further condition matters: electron scattering must be slow on the scale of the phonon period, since otherwise it lets the disc follow the cone. Coulomb screening does not restore the missing term at this level, because the coupling has opposite signs in the two valleys and their charge responses cancel.

**Q:** Then is the answer simply a stiffening by B|E_F|?

**A:** That holds only when the phonon energy is small compared with 2|E_F|. The interband pairs also feel the finite frequency. Write x = ħω₀, where ω₀ is the static frequency of the neutral sheet. With Δ = 2ε, the response derived above gives each pair the factor −4ε/(4ε²−x²). Removing the blocked pairs changes the force constant by

ΔC = B ∫₀^|E_F| 4ε²/(4ε²−x²) dε,

understood as a principal value for the frequency shift. To integrate, write

4ε²/(4ε²−x²) = 1 + x²/(4ε²−x²).

The derivative of ln|(2ε−x)/(2ε+x)| is 4x/(4ε²−x²), so the second term integrates to x/4 times this logarithm, which vanishes at ε = 0. Thus

ΔC = B F,
F = |E_F| + (x/4) ln|(2|E_F|−x)/(2|E_F|+x)|.

The neutral dynamic sheet needs no extra real shift in the linear-cone model with a distant cutoff: the principal value of ∫₀^∞ x²/(4ε²−x²) dε is zero, as the same antiderivative shows.

For the frequency, let M be the atomic mass. Moving the sublattices by ±w/2 gives a kinetic energy ½(M/2)(dw/dt)² per cell, so the reduced mass is M/2 and

(M/2)(ω²−ω₀²) = ΔC.

For a small shift, ω²−ω₀² ≈ 2ω₀Δω. Hence

ħΔω = αF,  α = ħB/(Mω₀) = 3√3β²ħ/(2πMω₀b²).

**Q:** Where does the anomaly at half the phonon energy come from physically?

**A:** A pair with gap 2ε > x softens the phonon, and one with 2ε < x stiffens it; the sign of the denominator says so. Doping first blocks the stiffening pairs, so the phonon softens. The strongest contributions lie at 2ε = x. Once |E_F| passes x/2, doping blocks softening pairs and the frequency climbs again. The result is a logarithmic dip at |E_F| = x/2.

The limits follow from the series of the logarithm. For |E_F| ≪ x, put u = 2|E_F|/x and use ln[(1−u)/(1+u)] ≈ −2u − 2u³/3. The linear term cancels |E_F|, leaving

F ≈ −4|E_F|³/(3x²).

For |E_F| ≫ x, the logarithm is approximately −x/|E_F|, and

F ≈ |E_F| − x²/(4|E_F|).

**Q:** Should the linewidth show the same threshold?

**A:** Yes, as a step. Causality replaces x by x + i0. The factor 1/(4ε²−x²) then acquires the imaginary part

πδ(4ε²−x²) = πδ(ε−x/2)/(4x),

because the derivative of 4ε² at ε = x/2 is 4x. The unblocked pairs enter with −B·4ε², and 4ε² = x² there. So for |E_F| < x/2

Im C = −πBx/4,  Im ħω = −παx/4.

The full width at half maximum is twice the magnitude of Im ħω, namely παx/2. For |E_F| > x/2 the final states are occupied (electron doping) or the initial states are empty (hole doping), and this width is zero. The static calculation has neither the dip nor the step.

**Q:** What sizes should I expect?

**A:** Take round model parameters of graphene's order: t = 3 eV, b = 0.14 nm, β = 2, M = 12 atomic mass units and x = 0.2 eV. They give the dimensionless coupling α = 0.00294 and v = 9.57 × 10⁵ m/s. At E_F = 0.4 eV,

F = 0.4 + 0.05 ln(0.6/1.0) = 0.3745 eV,
ħΔω = 0.00294 × 0.3745 eV = 1.10 meV, or 8.9 cm⁻¹.

The static terms are +1.18 and −1.18 meV. Other Fermi energies give:

E_F = 0.05 eV: shift −0.01 meV, width 0.92 meV
E_F = 0.09 eV: shift −0.17 meV, width 0.92 meV
E_F = 0.11 eV: shift −0.12 meV, width 0
E_F = 0.20 eV: shift +0.43 meV, width 0

The width of 0.92 meV is 7.4 cm⁻¹. The shift changes sign at 0.12 eV. The threshold, 0.1 eV, corresponds to 8.0 × 10¹¹ carriers per cm².

For the intraband part, the wavevector condition is q ≪ ω₀/v = 0.32 nm⁻¹. At ħvq = 0.02 eV, so that vq/ω₀ = 0.1, the intraband part computed for E_F = 0.3 eV is only 0.0076 (parallel) or 0.0025 (perpendicular) of B|E_F|. In the static limit it is −0.999. The dip asks for more. A finite q spreads the gaps of pairs at the Fermi level over 2|E_F| ± ħvq, so near the threshold the formula for F also needs ħvq to be small compared with the distance of 2|E_F| from x.

**Q:** Surely I will not measure an infinite softening at threshold?

**A:** No. The divergence belongs to the first-order formula for a clean sheet at zero temperature and q = 0, with the unshifted phonon energy inside the logarithm. Using the shifted energy ħω = x − y there, at 2|E_F| = x, gives

y = −α[x/2 + (x/4) ln(y/(2x))]

to leading order in y/x. As y → 0 the right side grows without limit while the left side vanishes; for larger y the order is reversed. They meet at a finite y. This settles the one point 2|E_F| = x. For |E_F| a little below x/2 the logarithm still diverges at ħω = 2|E_F|, so an undamped root stays just under that edge and softens further. Its distance from the edge shrinks exponentially as x − 2|E_F| grows, and its spectral weight shrinks with it, so the softening one can observe stays finite.

Temperature also rounds the dip. A thermal occupation is an average of sharp steps at energies E, weighted by −∂f/∂E, so F is averaged in the same way. Put the chemical potential at x/2 and E = x/2 + k_BT z. For k_BT ≪ x,

F ≈ x/2 + (x/4) ln(k_BT|z|/x).

We need the mean of ln|z| with weight e^(−z)/(1+e^(−z))². Expanding the weight in powers of e^(−z) for z > 0 gives the moments

⟨|z|^s⟩ = 2Γ(1+s)η(s),  η(s) = Σ_(n≥1) (−1)^(n−1)/n^s,

continued to s = 0. There η = 1/2, η′ = ½ ln(π/2) by Wallis's product, and Γ′(1) = −γ, where γ is Euler's constant. The derivative at s = 0 is the required mean, ln(π/2) − γ. Therefore

ħΔω ≈ α{x/2 + (x/4) ln[πk_BT e^(−γ)/(2x)]}.

At 30 K both this formula and direct integration give −0.36 meV. At 300 K direct integration gives −0.02 meV at the same chemical potential, again measured from ω₀. The sharp dip has gone; only a shallow, broad minimum remains, at a somewhat lower chemical potential. Its visibility therefore depends on temperature, whereas at |E_F| ≫ x the stiffening relative to the neutral sheet changes little as long as k_BT ≪ |E_F|.

**Q:** How far can I trust the linear cone?

**A:** The numerical check replaces it by the full honeycomb band, with hoppings linear in w. The static doping change, found from finite differences of the grand potential at k_BT = 0.03 eV, is then not quite zero: it is −0.2% of B|E_F| at 0.2 eV and −0.8% at 0.4 eV. The dynamic lattice sum, taken at a complex frequency for convergence, gives a change relative to the neutral sheet that agrees with the thermally averaged cone formula to 10⁻⁵ eV in ΔC/B at chemical potentials of 0.1 and 0.3 eV.

Neither calculation includes the change of lattice constant caused by doping, nonlinear hopping, or electron interactions beyond the bubble. A quantitative comparison with your measured frequency would have to add them. Within the model, the static method makes two errors. It lets the Fermi disc follow a cone that, during a uniform vibration, moves without it, and it leaves the phonon energy out of the interband response. The first error dominates at |E_F| ≫ x; the second must be corrected as well to obtain the dip and the step at |E_F| = x/2.

Values computed for the example and the checks

```
hopping t = 3.0 eV, bond length b = 0.14 nm
beta = 2.0, atomic mass M = 1.9926e-26 kg
phonon energy = 0.200 eV, omega = 3.0385e+14 rad/s
Dirac velocity v = 9.5714e+05 m/s
coupling D = 64.286 eV/nm
force-constant coefficient B = 168.774 nm^-2
dimensionless coupling alpha = 2.93960e-03
Shifts and full width, all in meV, T = 0:
EF(eV) static-inter static-intra static-sum dynamic width
0.020 0.0588 -0.0588 0.0000 -0.0008 0.9235
0.050 0.1470 -0.1470 0.0000 -0.0145 0.9235
0.090 0.2646 -0.2646 0.0000 -0.1682 0.9235
0.099 0.2910 -0.2910 0.0000 -0.4870 0.9235
0.101 0.2969 -0.2969 0.0000 -0.4826 0.0000
0.110 0.3234 -0.3234 0.0000 -0.1241 0.0000
0.150 0.4409 -0.4409 0.0000 0.2044 0.0000
0.200 0.5879 -0.5879 0.0000 0.4264 0.0000
0.400 1.1758 -1.1758 0.0000 1.1008 0.0000
dynamic shift at 0.4 eV = 8.878 cm^-1
same, from square root = 1.0977 meV
width below threshold = 7.449 cm^-1
dynamic shift changes sign at EF = 0.11997 eV
carrier density at EF = x/2: 8.020e+11 cm^-2
momentum scale omega/v = 0.3175 nm^-1
shift at mu = x/2, T = 30 K: -0.3636 meV
shift at mu = x/2, T = 300 K: -0.0209 meV
low-T formula at 30 K: -0.3636 meV
two-level response: evolution -1.55578 eV^-1, formula -1.55631 eV^-1
lattice sums use kT = 0.030 eV, grid 1000 x 1000
lattice intraband/(B mu), mu = 0.2 eV: -1.00281
lattice static change/(B mu), mu = 0.2 eV: -0.00235
lattice static change/(B mu), mu = 0.4 eV: -0.00841
dynamic lattice test: imaginary energy 0.060 eV
mu = 0.1 eV: lattice 0.01190+0.04129j eV, cone 0.01190+0.04129j eV
mu = 0.3 eV: lattice 0.22257+0.12558j eV, cone 0.22257+0.12558j eV
Intraband/(B EF) at hbar v q = 0.02 eV, EF = 0.3 eV:
static -0.99944; dynamic parallel 0.007559, perpendicular 0.002514
resting-disc stiffness/B at EF = 0.4 eV: 0.39998 eV
```
